# Elliptic states of hydrogen as coherent-state products and their Kepler limit, part 2

The system is hydrogen with a fixed proton, without spin or relativity, in atomic units ($\hbar = m = 1$, unit charge, lengths in bohr), so $H = p^2/2 - 1/r$. This part finds the wavefunction and position moments of the elliptic state of shell $n$. Here $e$ is an eccentricity, $0\le e\le1$, $c=\sqrt{1-e^2}$, $N=n-1$ and $\boldsymbol\rho=\mathbf r/n$. $\mathbf L$ is the angular momentum and $\mathbf K=n\mathbf A$ the scaled Runge-Lenz vector. On the shell, with derivatives taken with respect to $\boldsymbol\rho$,

$$K_i = -\tfrac12\rho_i\nabla^2 + (\boldsymbol\rho\cdot\nabla)\partial_i + \partial_i - \tfrac12\rho_i,\qquad T\psi \equiv \tfrac12\rho\,(1-\nabla^2)\psi = n\psi, \tag{3}$$

The operators $\mathbf J_{1,2}=(\mathbf L\pm\mathbf K)/2$ are commuting spins of size $j=N/2$. The elliptic state is the product of their coherent states along $\mathbf n_{1,2}=(\pm e,0,c)$, with $e=\sin\alpha$. It is the non-degenerate eigenvector, with eigenvalue $N$, of

$$\mathbf J_1\cdot\mathbf n_1 + \mathbf J_2\cdot\mathbf n_2 = c(J_{1z}+J_{2z}) + e(J_{1x}-J_{2x}) = cL_z + eK_x. \tag{7}$$

Up to a phase, it is a rotation of the circular state $|n,N,N\rangle$ ($l=m=N$):

$$|\mathbf n_1,\mathbf n_2\rangle = \exp(-i\alpha K_y)\,|n,N,N\rangle. \tag{8}$$

Its means are $\langle\mathbf L\rangle=Nc\,\hat{\mathbf z}$ and $\langle\mathbf K\rangle=Ne\,\hat{\mathbf x}$. With $\Delta L^2$, $\Delta K^2$ the variances summed over components,

$$\mathrm{Var}(L_x,L_y,L_z) = \mathrm{Var}(K_x,K_y,K_z) = j\,(c^2,\ 1,\ e^2),\qquad \Delta L^2 = \Delta K^2 = n-1. \tag{10}$$

For $n=2$ the state is

$$\psi = \frac{1}{\sqrt2}\,\big(e\,s + p_x + i c\,p_y\big), \tag{1}$$

where $s=(2-r)\exp(-r/2)/\sqrt{32\pi}$ and $p_k=x_k\exp(-r/2)/\sqrt{32\pi}$; elsewhere in this part $s$ is a variable.

A classical orbit obeys $\mathbf r\cdot\mathbf A=L^2-r$, with pericentre along $\mathbf A$, $L^2+K^2=n^2$, semi-major axis $n^2$ and semi-latus rectum $L^2=n^2c^2$.

## 5. The wavefunction in closed form

Since $T$, $L_z$ and $K_x$ in (3) do not contain $n$, all shells can be treated by one generating function. Let

$$\mathbf W = (1,\ ic,\ 0),\qquad D = 1-et,\qquad G(\boldsymbol\rho,t) = \frac1D\exp(-\lambda\rho + \mathbf v\cdot\boldsymbol\rho),\qquad \lambda = \frac1D,\quad \mathbf v = \frac{t\mathbf W}{D}.$$

Dot products are bilinear, without conjugation, so $\mathbf W\cdot\mathbf W = 1-c^2 = e^2$ and $v^2 = e^2t^2/D^2$. From $\partial_t(1/D) = e/D^2$ and $\partial_t(t/D) = 1/D^2$,

$$\frac{t\,\partial_tG}{G} = \frac{et}{D} - \frac{et\,\rho}{D^2} + \frac{t\,\mathbf W\cdot\boldsymbol\rho}{D^2}. \tag{12}$$

The spatial derivatives are $\partial_iG = (v_i - \lambda\rho_i/\rho)G$ and, with $\nabla\cdot(\boldsymbol\rho/\rho) = 2/\rho$, $\nabla^2G/G = \lambda^2 + v^2 - 2\lambda\,\mathbf v\cdot\boldsymbol\rho/\rho - 2\lambda/\rho$. Then

$$\frac{(T-1)G}{G} = \tfrac12\rho\,(1-\lambda^2-v^2) + \lambda\,\mathbf v\cdot\boldsymbol\rho + \lambda - 1 .$$

Here $1-\lambda^2-v^2 = (D^2-1-e^2t^2)/D^2 = -2et/D^2$ and $\lambda-1 = et/D$, so $(T-1)G = t\partial_tG$.

For $K_i$, the factor $v_i - \lambda\rho_i/\rho$ is homogeneous of degree zero, so $(\boldsymbol\rho\cdot\nabla)\partial_iG = (v_i-\lambda\rho_i/\rho)(\mathbf v\cdot\boldsymbol\rho - \lambda\rho)G$. In (3) the term $+\lambda\rho_i\,\mathbf v\cdot\boldsymbol\rho/\rho$ from the Laplacian cancels against this product, and $+\lambda\rho_i/\rho$ cancels against $\partial_iG$, leaving

$$\frac{K_iG}{G} = \tfrac12\rho_i(\lambda^2-v^2-1) - \lambda v_i\rho + v_i\,\mathbf v\cdot\boldsymbol\rho + v_i .$$

Now $\lambda^2-v^2 = (1-e^2t^2)/D^2 = (1+et)/D$, so $\lambda^2-v^2-1 = 2et/D$, and with $v_x = t/D$

$$\frac{K_xG}{G} = \frac{et\rho_x}{D} - \frac{t\rho}{D^2} + \frac{t^2\,\mathbf W\cdot\boldsymbol\rho}{D^2} + \frac tD,\qquad \frac{L_zG}{G} = -i(\rho_xv_y-\rho_yv_x) = \frac{t\,(c\rho_x+i\rho_y)}{D}.$$

In $cL_z+eK_x$ the terms over $D$ combine to $t(c^2\rho_x+e^2\rho_x+ic\rho_y)/D = t\,\mathbf W\cdot\boldsymbol\rho/D$. Adding $et^2\,\mathbf W\cdot\boldsymbol\rho/D^2$ and using $D+et = 1$ gives $t\,\mathbf W\cdot\boldsymbol\rho/D^2$. The remaining terms are $et/D - et\rho/D^2$. The total is (12):

$$(T-1)G = t\,\partial_tG = (cL_z+eK_x)G. \tag{13}$$

Expand $G = \sum_Nt^N\chi_N(\boldsymbol\rho)$. By (13), $T\chi_N = (N+1)\chi_N$ and $(cL_z+eK_x)\chi_N = N\chi_N$. To find $\chi_N$, write $1/D = 1+et/D$, so that $G = \exp(-\rho)\,D^{-1}\exp(-wt/D)$ with $w = e\rho - \mathbf W\cdot\boldsymbol\rho$. Expanding the exponential and using $(1-et)^{-k-1} = \sum_m\binom{m+k}{k}(et)^m$,

$$\chi_N = \exp(-\rho)\,\Lambda_N(w),\qquad \Lambda_N(w) = \sum_{k=0}^N\binom Nk\frac{(-w)^k}{k!}e^{N-k} = e^NL_N(w/e),$$

where $L_N$ is the Laguerre polynomial. This is a polynomial in $\rho,\rho_x,\rho_y$ times $\exp(-\rho)$, so $\chi_N(\mathbf r/n)$ with $n = N+1$ is a bound state of shell $n$, and by (7) it is the elliptic state. Section 6 shows $\int|\chi_N|^2d^3\rho = \pi n$ for every $e$; with $d^3r = n^3d^3\rho$,

$$\psi(\mathbf r) = \frac{1}{\sqrt{\pi n^4}}\,\exp\!\Big(-\frac rn\Big)\,e^{N}L_N\!\Big(\frac{er-x-icy}{en}\Big). \tag{14}$$

For $n=2$, $\Lambda_1 = e-w$ and (14) is $[e(2-r)+x+icy]\exp(-r/2)/\sqrt{64\pi}$, which is (1). At $e=0$ only $k=N$ survives and $\psi\propto(x+iy)^N\exp(-r/n)/(N!\,n^N)$, the circular state with a positive coefficient. At $e=1$, $\psi\propto\exp(-r/n)L_N((r-x)/n)$, the extreme parabolic state extended along $-x$.

The phase relative to (8) matters when the two are compared numerically. With the Condon-Shortley convention $Y_{NN}\propto(-1)^N(x+iy)^N$ and radial functions positive near the origin, $|n,N,N\rangle = (-1)^N\psi$ at $\alpha=0$. For general $\alpha$ write $\psi_\alpha = \exp(i\theta(\alpha))\exp(-i\alpha K_y)|n,N,N\rangle$, so $\langle\psi|\partial_\alpha\psi\rangle = i\theta' - i\langle K_y\rangle = i\theta'$. The reflection $y\to-y$ conjugates both $\psi$ and $\partial_\alpha\psi$ in (14), so the integral equals its own conjugate and is real. Hence $\theta' = 0$, and $\exp(-i\alpha K_y)|n,N,N\rangle = (-1)^N\psi$ for all $\alpha$.

## 6. The moment function

All position moments follow from one function,

$$\Phi_n(s,\mathbf q) = n\,\Big\langle\frac{\exp(-s\rho+\mathbf q\cdot\boldsymbol\rho)}{\rho}\Big\rangle .$$

The basic integral, for real $\mathbf b$ with $|\mathbf b|<a$ and $\mu$ the cosine of the angle to $\mathbf b$, is

$$\int\frac{d^3\rho}{\rho}\exp(-a\rho+\mathbf b\cdot\boldsymbol\rho) = 2\pi\int_{-1}^1\frac{d\mu}{(a-b\mu)^2} = \frac{2\pi}{b}\Big(\frac1{a-b}-\frac1{a+b}\Big) = \frac{4\pi}{a^2-b^2}.$$

Both sides are analytic in $a$ and the components of $\mathbf b$ where $\mathrm{Re}\,a>|\mathrm{Re}\,\mathbf b|$, so the result holds there for complex values with $b^2 = \mathbf b\cdot\mathbf b$.

Apply it to $\bar G(t)G(t')\exp(-s\rho+\mathbf q\cdot\boldsymbol\rho)$, where $\bar G(t) = \sum_Nt^N\chi_N^*$ has $\mathbf W^*$ in place of $\mathbf W$, and $t,t',s,\mathbf q$ are small. Let $D' = 1-et'$, $a = 1/D+1/D'$ and $\mathbf b = t\mathbf W^*/D + t'\mathbf W/D'$. Using $\lambda^2-v^2 = (1+et)/D$ for each factor and $\mathbf W^*\cdot\mathbf W = 1+c^2 = 2-e^2$,

$$DD'(a^2-b^2) = (1+et)(1-et') + (1+et')(1-et) + 2 - 2tt'(2-e^2) = 4(1-tt').$$

With $\sigma = s^2-q^2$, the shifted denominator is $(a+s)^2-(\mathbf b+\mathbf q)^2 = a^2-b^2+2(as-\mathbf b\cdot\mathbf q)+\sigma$. The prefactor $1/(DD')$ of the two generating functions joins the denominator, so the integral is $4\pi/Q$ with

$$Q = 4(1-tt') + 2s(D+D') - 2\mathbf q\cdot(t\mathbf W^*D'+t'\mathbf WD) + \sigma DD' .$$

Inserting $D+D' = 2-et-et'$, $DD' = 1-et-et'+e^2tt'$ and $\mathbf W+\mathbf W^* = (2,0,0)$ gives $Q = \mathcal A - Bt - B't' - Ctt'$ with

$$\mathcal A = 4+4s+\sigma,\quad B = 2se+2\mathbf q\cdot\mathbf W^*+e\sigma,\quad B' = 2se+2\mathbf q\cdot\mathbf W+e\sigma,\quad C = 4-4eq_x-e^2\sigma, \tag{15}$$

and $BB' = (2se+2q_x+e\sigma)^2+4c^2q_y^2$. The integral over $|\chi_N|^2$ is the coefficient of $t^Nt'^N$. In $1/Q = \sum_m(Bt+B't'+Ctt')^m/\mathcal A^{m+1}$ such a term takes $k$ factors $B$, $k$ factors $B'$ and $N-k$ factors $C$, so $m = N+k$ and

$$\int\frac{d^3\rho}{\rho}|\chi_N|^2\exp(-s\rho+\mathbf q\cdot\boldsymbol\rho) = 4\pi\sum_{k=0}^N\frac{(N+k)!}{(N-k)!\,k!^2}\,\frac{(BB')^kC^{N-k}}{\mathcal A^{N+k+1}}. \tag{16}$$

The sum is a Legendre polynomial. In the Rodrigues formula set the argument to $1+2u$, so that its square minus one is $4u(1+u)$; then

$$P_N(1+2u) = \frac1{N!}\frac{d^N}{du^N}\big[u^N(1+u)^N\big] = \sum_{k=0}^N\frac{(N+k)!}{(N-k)!\,k!^2}u^k. \tag{17}$$

The norm is $-\partial_s$ of (16) at $s = \mathbf q = 0$. To first order in $s$, $\mathcal A = 4(1+s)$, $C = 4$ and $BB' = 0$, so (16) is $\pi(1+s)^{-n}$ and $\int|\chi_N|^2d^3\rho = \pi n$. The same expression gives $\langle1/\rho\rangle = 1/n$, that is $\langle1/r\rangle = 1/n^2$. Dividing (16) by $\pi$,

$$\Phi_n = \bar c^{\,N}\,\bar a^{\,-n}\,P_N(1+2u),\qquad \bar a = \frac{\mathcal A}4,\quad\bar c = \frac C4,\quad u = \frac{BB'}{16\,\bar a\,\bar c}. \tag{18}$$

Since $|\chi_N|^2$ is a polynomial times $\exp(-2\rho)$, the left side is analytic for $\mathrm{Re}(2+s)>|\mathrm{Re}\,\mathbf q|$. The right side of (16) is rational with poles only at $\mathcal A = (2+s)^2-q^2 = 0$, so (18) holds in that whole region; the apparent singularity at $C=0$ is removable.

## 7. Exact moments and concentration near the ellipse

A moment of degree $d$ in $|\psi|^2$ appears in $\Phi_n$ at degree $d+1$, through the term linear in $s$ that cancels $1/\rho$. For second moments degree three suffices. Since $u$ is of second degree, $P_N = 1+Nn\,u$ to this order, by (17) with $N(N+1) = Nn$.

**Centroid.** The term $sq_x$ of $\Phi_n$ is $-n\langle\rho_x\rangle sq_x$. The product of $-Neq_x$ from $\bar c^{\,N}$ and $-ns$ from $\bar a^{-n}$ contributes $Nne$, and $u\ni(2se+2q_x)^2/16\ni e\,sq_x/2$ contributes $Nne/2$. There are no $sq_y$ or $sq_z$ terms. Hence

$$\langle x\rangle = -\tfrac32n(n-1)e,\qquad\langle y\rangle = \langle z\rangle = 0. \tag{19}$$

**Thickness.** Take $\mathbf q = (0,0,q)$. The term $sq^2$ of $\Phi_n$ is $-\tfrac n2\langle\rho_z^2\rangle sq^2$. With $\bar a = 1+s+(s^2-q^2)/4$, the quadratic term $\tfrac12n(n+1)(\bar a-1)^2$ of $\bar a^{-n}$ contributes $-n(n+1)/4$. The product of $Ne^2q^2/4$ from $\bar c^{\,N}$ and $-ns$ contributes $-Nne^2/4$. From $u\ni e^2(2s-q^2)^2/16\ni-e^2sq^2/4$ comes another $-Nne^2/4$. Therefore

$$\langle z^2\rangle = n^2\Big[\frac{n+1}2+(n-1)e^2\Big]. \tag{20}$$

At $n=1$ this is $1$, one third of $\langle r^2\rangle = 3$ in the ground state.

**Deviation from the orbit equation.** Let $g = r+ex$, which equals $n^2c^2$ on the classical orbit, and $\hat g = g/n$. Set $s = \tau+\varepsilon$, $\mathbf q = (-e\tau,0,0)$, so that the exponent is $-\tau\hat g-\varepsilon\rho$ and $\partial_\varepsilon\Phi_n|_{\varepsilon=0} = -n\langle\exp(-\tau\hat g)\rangle$. To first order in $\varepsilon$, $\sigma = c^2\tau^2+2\tau\varepsilon$ and

$$\bar a = \bar a_0+\varepsilon(1+\tau/2),\quad\bar a_0 = 1+\tau+\tfrac14c^2\tau^2;\qquad\bar c = \bar c_0-\tfrac12e^2\tau\varepsilon,\quad\bar c_0 = 1+e^2\tau-\tfrac14e^2c^2\tau^2 .$$

Because $se+q_x = e\varepsilon$, $B = B' = e(2\varepsilon+c^2\tau^2+2\tau\varepsilon)$. Thus $u = O(\tau^4)$ at $\varepsilon=0$ and $\partial_\varepsilon u = e^2c^2\tau^2/4+O(\tau^3)$. Differentiating (18) and dividing by $-n$,

$$\langle\exp(-\tau\hat g)\rangle = \bar c_0^{\,N}\bar a_0^{-n}\Big[\frac{1+\tau/2}{\bar a_0}+\frac{Ne^2\tau}{2n\,\bar c_0}\Big]-\tfrac14Ne^2c^2\tau^2+O(\tau^3).$$

The bracket is $1+b_1\tau+b_2\tau^2$ with $b_1 = -\tfrac12+\frac{Ne^2}{2n}$ and $b_2 = \tfrac12-\tfrac{c^2}4-\frac{Ne^4}{2n}$, from $1/\bar a_0 = 1-\tau+(1-c^2/4)\tau^2$ and $1/\bar c_0 = 1-e^2\tau$. The logarithms are $\ln\bar c_0 = e^2\tau-(\tfrac14e^2c^2+\tfrac12e^4)\tau^2$ and $\ln\bar a_0 = \tau+(\tfrac14c^2-\tfrac12)\tau^2$. Comparing with $\ln\langle\exp(-\tau\hat g)\rangle = -\tau\langle\hat g\rangle+\tfrac12\tau^2\,\mathrm{Var}\,\hat g$, the linear term gives $\langle\hat g\rangle = n-Ne^2-b_1$. Multiplying by $n$ and using $nN+N/2 = n^2-(n+1)/2$,

$$\langle g\rangle = n^2c^2+\frac n2+\frac{e^2(n+1)}2. \tag{21}$$

The quadratic term gives $\tfrac12\mathrm{Var}\,\hat g = -N(\tfrac12e^2c^2+\tfrac12e^4)+n(\tfrac12-\tfrac14c^2)+b_2-\tfrac12b_1^2$, where the two contributions $-\tfrac14Ne^2c^2$ have been added. With $e^2c^2+e^4 = e^2$, $\tfrac12-\tfrac14c^2 = \tfrac14(1+e^2)$ and $b_1^2 = \tfrac14-\frac{Ne^2}{2n}+\frac{N^2e^4}{4n^2}$,

$$\mathrm{Var}\,g = n^2\Big[\frac{(n+1)(1+e^2)}2-\frac14-Ne^2+\frac{Ne^2}{2n}-\frac{Ne^4}n-\frac{N^2e^4}{4n^2}\Big]. \tag{22}$$

The terms of order $n$ in the bracket sum to $nc^2/2$, so $\mathrm{Var}\,g = n^3c^2/2+O(n^2)$. At $e=0$, (21) and (22) give $\langle r\rangle = n^2+n/2$ and $\mathrm{Var}\,r = n^2(2n+1)/4$, the moments of $r^{2n}\exp(-2r/n)$.

**Concentration.** Let $F = g-n^2c^2$ and $\mathbf R = \mathbf r/n^2 = (X,Y,Z)$. The surface $F=0$ is the orbit rotated about its major axis, and its section with $z=0$ is the ellipse. Chebyshev's inequality gives, for any $\delta>0$,

$$\mathrm{Prob}\big(|Z|>\delta\ \text{or}\ |F|>\delta n^2\big)\le\frac{\langle z^2\rangle+\langle F^2\rangle}{\delta^2n^4} = \frac{1+e^2/2}{\delta^2n}+O(n^{-2}), \tag{23}$$

where $\langle F^2\rangle = \mathrm{Var}\,g+\langle F\rangle^2$, $\langle F\rangle = O(n)$, and $(\tfrac12+e^2)+\tfrac12c^2 = 1+e^2/2$. This is an upper bound and is informative only for $\delta^2n>1$. For $e<1$ the region $|Z|\le\delta$, $|F|\le\delta n^2$ is bounded, since $R(1-e)\le R+eX\le c^2+\delta$, and it shrinks to the ellipse as $\delta\to0$. For $e=1$ it shrinks to the whole half-line $X\le0$, and (23) does not bound the extent along it; section 8 does.

The leading terms of (20) and (22) can be traced to the fluctuations (10) by a classical picture, valid at leading order in $1/n$ for fixed $e<1$: an ensemble of orbits with small spreads $\delta\mathbf L,\delta\mathbf K$, uncorrelated with the position along the orbit. The time averages needed follow from the parametrisation in section 8: $\overline{X^2} = \tfrac12+2e^2$, $\overline{Y^2} = \tfrac12c^2$ and $\overline{(X+2e)^2} = \tfrac12$. From $\mathbf r\cdot\mathbf L = 0$, $z = -(x\,\delta L_x+y\,\delta L_y)/(nc)$, so with $j\approx n/2$, $\overline{z^2} = n^4\,\tfrac n2\,[c^2(\tfrac12+2e^2)+\tfrac12c^2]/(n^2c^2) = n^3(\tfrac12+e^2)$. From $r+\mathbf r\cdot\mathbf A = L^2$, $F = 2nc\,\delta L_z-n(X\delta K_x+Y\delta K_y)$; since $cL_z+eK_x$ is sharp, $c\,\delta L_z = -e\,\delta K_x$ and $F = -n[(X+2e)\delta K_x+Y\delta K_y]$, so $\overline{F^2} = n^2\,\tfrac n2\,[\tfrac12c^2+\tfrac12c^2] = n^3c^2/2$. The cross terms drop because the symmetrised covariances of $x$ and $y$ spin components vanish. Both results equal the leading terms of the exact formulas: the thickness is the wobble of the orbital plane, and the spread of $F$ is the spread in eccentricity and in the direction of the pericentre.

This part has given the wavefunction in closed form, a function that generates all position moments, and a bound showing that for $e<1$ the density concentrates near the Kepler ellipse as $n$ grows. What remains is to find how the density is distributed along the orbit, including the case $e=1$, and to turn to the implementation and a worked example.
